# Carrier lifetime and small-signal lifetime under Auger recombination

Let \(n\) be the density of excess electron–hole pairs in a semiconductor, \(R(n)\) the net number of pairs lost per unit volume and time, and \(G\) the number generated. The material is uniform, no current flows, and the density obeys

\[
\frac{dn}{dt}=G-R(n).
\]

Two times can be formed from \(R\). The carrier lifetime is the density divided by the rate, and the small-signal lifetime is the inverse slope of the rate:

\[
\tau=\frac{n}{R},\qquad \tau_d=\left(\frac{dR}{dn}\right)^{-1}.
\]

In Auger recombination an electron and a hole recombine and give their energy to a third carrier. With total electron and hole densities \(n_e\) and \(n_h\), coefficients \(\gamma_n\) and \(\gamma_p\) for an electron or a hole as the third carrier, and intrinsic density \(n_i\), the net rate is

\[
R=(\gamma_n n_e+\gamma_p n_h)(n_e n_h-n_i^2).
\]

The subtracted term is thermal impact ionisation, the inverse process, which balances recombination in equilibrium. At high injection the excess pairs far outnumber the dopants and the thermal carriers, so \(n_e=n_h=n\gg n_i\). Then

\[
R=(\gamma_n+\gamma_p)\,n\cdot n^2=Cn^3,\qquad C=\gamma_n+\gamma_p,
\]

and the carrier lifetime is \(\tau=1/(Cn^2)\). The coefficients are taken as constants for now.

## The belief and its appeal

The belief is this: if pairs live for a time \(n/R\), then a small extra density placed on a steady background must also decay in the time \(n/R\).

For a linear loss \(R=An\) that is true, since \(n/R\) and \((dR/dn)^{-1}\) both equal \(1/A\). There is also an Auger experiment in which \(n/R\) does appear as a decay time. If generation is switched off, then \(dn/dt=-R\), so the initial fractional loss rate of the whole density is \(R/n=1/\tau\). The error lies in carrying this result over to a small change while the generation stays on.

## What a small change does

Hold \(G\) fixed at the value \(Cn^3\) that maintains a steady density \(n\), and let the density become \(n+\delta\). The rate equation gives

\[
\frac{d\delta}{dt}=Cn^3-C(n+\delta)^3
=-C\left(3n^2\delta+3n\delta^2+\delta^3\right),
\]

because the terms \(Cn^3\) cancel. For \(|\delta|\ll n\) the first term dominates, and

\[
\frac{d\delta}{dt}=-3Cn^2\,\delta,\qquad
\delta(t)=\delta(0)\,e^{-3Cn^2t},\qquad
\tau_d=\frac{1}{3Cn^2}=\frac{\tau}{3}.
\]

For the pure cubic law the ratio is exactly one third at every density.

The factor has a direct meaning. Write \(R=n\,r(n)\), where \(r=Cn^2\) is the loss rate per pair. The product rule gives

\[
\frac{dR}{dn}=r+n\frac{dr}{dn}=Cn^2+n(2Cn)=Cn^2+2Cn^2 .
\]

The first part is the loss of the added pairs at the old rate per pair. The second arises because the added pairs make the whole population recombine faster, while generation still replaces only the old loss. The excess therefore disappears three times as fast as a pair's own loss rate suggests, although no pair has a lifetime three times shorter.

"Small" can be made definite. Put \(\delta=\varepsilon n\) and divide the full equation by \(-\delta\):

\[
-\frac{1}{\delta}\frac{d\delta}{dt}=3Cn^2\left(1+\varepsilon+\frac{\varepsilon^2}{3}\right).
\]

A step of +10% starts to decay at 1.103 times the small-signal rate, and a step of −10% at 0.903 times that rate.

## The number

Consider a silicon slab with \(n=10^{18}\ \mathrm{cm^{-3}}\) and a rough coefficient \(C=10^{-30}\ \mathrm{cm^6/s}\). Then

\[
R=10^{-30}\times(10^{18})^3=10^{24}\ \mathrm{cm^{-3}\,s^{-1}},
\qquad
\tau=\frac{10^{18}}{10^{24}}\ \mathrm{s}=1000\ \mathrm{ns}.
\]

The belief predicts a small-signal decay time of 1000 ns. Numerical solution of the nonlinear rate equation, started 0.01% above and below the steady density, gives 333.3 ns. The two contributions to the decay rate are \(1\times10^6\) and \(2\times10^6\ \mathrm{s^{-1}}\), as the product rule requires.

Someone who measures 333.3 ns and calls it \(n/R\) will infer

\[
C_{\text{wrong}}=\frac{1}{n^2\tau_d}=3\times10^{-30}\ \mathrm{cm^6/s},
\]

three times the value that went in. The recombination rate \(n/\tau_d\) is too large by the same factor.

## The same factor without a decay

The steady state contains the factor too. From \(G=Cn^3\) follows \(n=(G/C)^{1/3}\), and therefore

\[
\frac{dn}{dG}=\frac{1}{3}\frac{n}{G}=\frac{1}{3}\frac{n}{R}=\frac{\tau}{3}.
\]

The middle step uses \(G=R\). Raising the generation by 3% raises the density by about 1%.

For a weak modulation, replace \(G\) by \(G+g\,e^{i\omega t}\) and seek \(\delta=\delta_\omega e^{i\omega t}\), real parts being understood. To first order in \(g\),

\[
i\omega\delta_\omega=g-\frac{\delta_\omega}{\tau_d}
\quad\Longrightarrow\quad
\delta_\omega=\frac{g\,\tau_d}{1+i\omega\tau_d}.
\]

The amplitude has fallen to \(1/\sqrt2\) of its low-frequency value, with a lag of 45°, when \(\omega\tau_d=1\). In the example this corner lies at \(1/(2\pi\tau_d)=477.5\) kHz. The belief would put it at \(1/(2\pi\tau)=159.2\) kHz, where the relative amplitude is in fact 0.949 and the lag 18.4°.

## Where density over rate does appear

Now switch the generation off at \(t=0\), when the density is \(n_0\), and let \(\tau_0=1/(Cn_0^2)\). From \(dn/dt=-Cn^3\),

\[
\frac{d}{dt}\,n^{-2}=-2n^{-3}\frac{dn}{dt}=2C
\quad\Longrightarrow\quad
n(t)=\frac{n_0}{\sqrt{1+2t/\tau_0}}.
\]

The initial decay time is \(\tau_0\), here 1000 ns. The decay then slows, because the remaining pairs meet fewer partners. The density halves when \(1+2t/\tau_0=4\), at \(t=1.5\,\tau_0=1500\) ns. It reaches \(1/e\) when \(1+2t/\tau_0=e^2\), at 3195 ns.

Even here a small difference behaves otherwise. Two samples with slightly different \(n_0\) differ later by the factor \(\partial n/\partial n_0\). Differentiating \(n=(n_0^{-2}+2Ct)^{-1/2}\) gives

\[
\frac{\partial n}{\partial n_0}
=-\frac12\left(n_0^{-2}+2Ct\right)^{-3/2}\left(-2n_0^{-3}\right)
=\left(\frac{n}{n_0}\right)^3 .
\]

When the density has halved, the difference has fallen to one eighth. Its initial decay rate is \(3/\tau_0\). The times \(\tau\) and \(\tau_d\) thus answer different questions: how fast the population is lost, and how fast a small departure from a reference density is lost.

## Doping: why high injection matters

For any rate law the ratio of the two times is the logarithmic slope of the rate:

\[
m\equiv\frac{\tau}{\tau_d}=\frac{n}{R}\frac{dR}{dn}=\frac{d\ln R}{d\ln n}.
\]

Take n-type material with donor density \(N\gg n_i\), and neglect the equilibrium holes. Then \(n_e=N+n\) and \(n_h=n\), and

\[
R=\left[\gamma_n(N+n)+\gamma_p n\right](N+n)n
=(\gamma_nN+Cn)(N+n)n .
\]

The logarithm turns the product into a sum, whose terms contribute separately:

\[
m=1+\frac{n}{N+n}+\frac{Cn}{\gamma_nN+Cn}.
\]

For \(n\ll N\) both fractions vanish and \(m\to1\). The process is still Auger recombination, but the donors supply a fixed density of electrons, so the rate is linear in the excess density: \(R\approx\gamma_nN^2n\). For \(n\gg N\), expanding each fraction to first order in \(N/n\) gives

\[
m\approx3-\left(1+\frac{\gamma_n}{C}\right)\frac{N}{n}.
\]

In doped material, three is therefore a limit. With \(\gamma_n=6\times10^{-31}\) and \(\gamma_p=4\times10^{-31}\ \mathrm{cm^6/s}\), the ratio is 1.003 at \(n/N=0.001\), 2.125 at \(n/N=1\), and 2.984 at \(n/N=100\). Multiplying every small-signal lifetime by three would thus be a new mistake.

The reliable procedure is to integrate. Since \(1/\tau_d=dR/dn\) and \(R(0)=0\),

\[
R(n)=\int_0^n\frac{dn'}{\tau_d(n')} .
\]

This needs \(\tau_d\) over the whole range of density, not at one point. For the cubic law the integrand is \(3Cn'^2\), and the integral returns \(Cn^3\). For \(N=5\times10^{17}\) and \(n=10^{18}\ \mathrm{cm^{-3}}\), integrating the simulated decay rates gives \(1.95\times10^{24}\ \mathrm{cm^{-3}\,s^{-1}}\), whereas \(n/\tau_d\) gives \(4.75\times10^{24}\).

## How close silicon comes

Other losses also move the ratio. For \(R=An+Bn^2+Cn^3\), with \(A\) for defects and surfaces and \(B\) for radiative recombination,

\[
m=\frac{An+2Bn^2+3Cn^3}{An+Bn^2+Cn^3}.
\]

This is the average of 1, 2 and 3, weighted by each channel's share of the loss. Take a 50 µm slab with a defect lifetime of 1 ms, a recombination speed of 10 cm/s at each of its two surfaces, and \(B=5\times10^{-15}\ \mathrm{cm^3/s}\), all rough values, with the surface speed taken as independent of density. (A surface described instead by a saturation current density has a speed proportional to \(n\); for \(3\ \mathrm{fA/cm^2}\) and \(n_i=10^{10}\ \mathrm{cm^{-3}}\) it would be near 190 cm/s at this density and would bring the ratio found below down to about 2.92.) Slow surface recombination adds twice the surface speed divided by the thickness, so

\[
A=10^3+\frac{2\times10}{50\times10^{-4}}=5\times10^3\ \mathrm{s^{-1}},
\]

and \(Bn\) is also \(5\times10^3\ \mathrm{s^{-1}}\). Both are small beside \(Cn^2=10^6\ \mathrm{s^{-1}}\), and \(m=2.985\).

A larger correction comes from the coefficient itself, which in silicon falls with density. If \(C\propto n^{-s}\), then \(R\propto n^{3-s}\) and \(m=3-s\). A rough \(s=0.1\), with \(C\) held at \(10^{-30}\ \mathrm{cm^6/s}\) at the bias density, gives 2.90. Adding the other losses and a donor density of \(10^{15}\ \mathrm{cm^{-3}}\) gives \(m\approx2.88\) and \(\tau_d\approx343\) ns, about 3% longer than the pure cubic result. These digits hold only for the assumed \(s\), which is poorly known at this density: \(s=0.2\) would give \(m\) near 2.8, and \(s=0.5\) near 2.5. These values assume that the generation rate itself stays fixed. Under constant light, absorption that depends on the carrier density makes the generation respond too; free-carrier absorption alone, with a rough coefficient of \(7\ \mathrm{cm^{-1}}\) at the bias density, proportional to \(n\), and a single pass of the light, would raise the measured ratio to about 2.90, because the mean generation then has the logarithmic slope \(d\ln G/d\ln n\approx-7\times50\times10^{-4}/2\approx-0.017\), which is subtracted from \(m\). Narrowing of the band gap acts the other way and is not included: for light near the absorption edge, such as 1064 nm, it can make the generation rise with density and lower the measured ratio by a few tenths. For fixed generation and \(s\) in the range above, the belief remains wrong by a factor between two and three.

The chosen density is far above that in a silicon solar cell under ordinary sunlight, where defects, surfaces and doping can govern the ratio. Holding it by light of 1064 nm takes roughly 19 kW/cm² inside the slab, for a rough band-to-band absorption coefficient of \(10\ \mathrm{cm^{-1}}\), so the bias must be pulsed. A 10 µs pulse is long enough for the density to settle. If all absorbed energy stays as heat, including that taken up by free carriers, the slab warms by about 2 K. Since absorption near the band edge rises by roughly 1% per kelvin, the bias density then drifts by somewhat less than 1% during the pulse. Absorption makes the density uneven by about 3% from front to back, diffusion being ignored. At 300 K the departure from Boltzmann statistics is about 1% for each carrier with density-of-states masses of 1.09 and 1.15 electron masses, and 2% for holes if 0.81 is used; this indicates the scale of a possible further change in \(C\), and is not included in the value of \(m\). With \(n_i=10^{10}\ \mathrm{cm^{-3}}\), and with narrowing of the band gap by the dense carriers neglected, the rate of thermal impact ionisation is about \(10^{-16}\) times the Auger recombination rate.

## Values computed for the example and the checks

```
Auger coefficient C = 1.00e-30 cm^6/s
electron part = 6.0e-31, hole part = 4.0e-31 cm^6/s
bias density n = 1.00e+18 cm^-3
recombination rate R = 1.000e+24 cm^-3 s^-1
carrier lifetime n/R = 1000.0 ns
measured small-signal lifetime = 333.3 ns
ratio of the two = 3.00000
C wrongly inferred = 3.000e-30 cm^6/s
loss of added pairs at old rate = 1.000e+06 s^-1
faster loss of population = 2.000e+06 s^-1
steady-state slope dn/dG = 333.3 ns
true corner 477.5 kHz: response 0.7071, lag 45.00 deg
naive corner 159.2 kHz: response 0.9487, lag 18.43 deg
step +10%: initial decay rate / small-signal rate = 1.103
step -10%: initial decay rate / small-signal rate = 0.903
switch-off: initial decay time = 1000.1 ns
switch-off after 1500 ns: density fraction 0.5000, difference 0.1250
switch-off after 3195 ns: density fraction 0.3679, difference 0.0498
doped example: donor density N = 1.0e+16 cm^-3
  n/N = 0.001: lifetime ratio m = 1.0027
  n/N = 0.1: lifetime ratio m = 1.2338
  n/N = 1: lifetime ratio m = 2.1250
  n/N = 10: lifetime ratio m = 2.8525
  n/N = 100: lifetime ratio m = 2.9841
  n/N = 1000: lifetime ratio m = 2.9984
N = 0.0e+00 cm^-3: integrated R = 1.000e+24, naive R = 3.000e+24 cm^-3 s^-1
N = 5.0e+17 cm^-3: integrated R = 1.950e+24, naive R = 4.750e+24 cm^-3 s^-1
defect lifetime 1.0 ms, surface speed 10 cm/s, thickness 50 um
radiative B = 5.0e-15 cm^3/s, wafer donors = 1.0e+15 cm^-3
C varies as n^(-s), s = 0.10
  linear and radiative loss: m = 2.9851, small-signal lifetime = 331.7 ns
  doping: m = 2.9984, small-signal lifetime = 333.0 ns
  density-dependent C: m = 2.9000, small-signal lifetime = 344.8 ns
  all of these: m = 2.8846, small-signal lifetime = 342.7 ns
temperature = 300 K
electrons: mass 1.09 m0, band density 2.86e+19 cm^-3, Boltzmann error 1.25 %
holes: mass 1.15 m0, band density 3.09e+19 cm^-3, Boltzmann error 1.15 %
thermal ionisation / Auger = 1.0e-16 (ni = 1e+10 cm^-3)
pulse 10 us at 1064 nm; final density / steady density = 1.000000
absorption: band 10, free-carrier 7 cm^-1
irradiance inside slab = 18.7 kW/cm^2
front-to-back drop: generation 8.1 %, density without diffusion 2.8 %
heat capacity 1.65 J/(cm^3 K); upper heating estimate 1.92 K per pulse
```
